# Inverse static permittivity of a cubic diatomic crystal at fixed displacement

## Theorem

Atomic units are used in the algebra, with $D=E+4\pi P$, where $E$ is the macroscopic field and $P$ the polarization. The assumptions are:

1. The crystal is an insulator with one positive and one negative ion per primitive cell, of volume $\Omega$. Both ions sit at sites of cubic symmetry, so second-rank response tensors reduce to scalars.
2. The shape and volume of the cell are held fixed.
3. The electrons stay in their ground state, and the energy is kept to second order in the field and in the ionic displacement.

Let $u$ be the displacement of the positive sublattice relative to the negative one, along the field. Three constants describe the crystal: the force constant $K_E$ at fixed $E$, the Born charge $Z=\Omega(\partial P/\partial u)_E$, and the clamped-ion permittivity $\varepsilon_\infty=(\partial D/\partial E)_u>0$.

**Theorem.** At fixed $D$ the force constant and the effective charge are

$$K_D=K_E+\frac{4\pi Z^2}{\Omega\varepsilon_\infty},\qquad Z_D=\frac{Z}{\varepsilon_\infty}. \tag{1}$$

If $K_D>0$, relaxing the ions at fixed $D$ gives

$$\frac1{\varepsilon_0}=\left(\frac{dE}{dD}\right)_{\rm relaxed}=\frac1{\varepsilon_\infty}-\frac{4\pi Z_D^2}{\Omega K_D}. \tag{2}$$

If also $K_E>0$, this is the reciprocal of the permittivity found by relaxing the ions at fixed $E$,

$$\varepsilon_0=\varepsilon_\infty+\frac{4\pi Z^2}{\Omega K_E}, \tag{3}$$

and $K_D/K_E=\varepsilon_0/\varepsilon_\infty$.

The ionic term is added in (3) and subtracted in (2). Ionic relaxation increases the $D$ that accompanies a given $E$, and reduces the $E$ that accompanies a given $D$.

## Lemma 1: the energy at fixed electric field

**Lemma.** The energy function whose variables are $u$ and $E$ is, per cell,

$$F(u,E)=\tfrac12K_Eu^2-ZuE-\frac{\Omega\varepsilon_\infty}{8\pi}E^2, \tag{4}$$

and the displacement field is

$$D=\varepsilon_\infty E+\frac{4\pi Z}{\Omega}u. \tag{5}$$

**Proof.** Put the crystal between capacitor plates of area $A$ and separation $L$. The free charge per area is $D/4\pi$ and the voltage is $EL$. Adding charge costs the work $EL\,A\,dD/4\pi$. The volume is $AL$, so the work per cell is $(\Omega/4\pi)E\,dD$. The internal energy $U(u,D)$, which includes the energy of the field, therefore obeys

$$\left(\frac{\partial U}{\partial D}\right)_u=\frac{\Omega}{4\pi}E.$$

To make $E$ the variable, define $F=U-\Omega ED/4\pi$. At fixed $u$,

$$dF=\frac{\Omega}{4\pi}E\,dD-\frac{\Omega}{4\pi}(E\,dD+D\,dE)=-\frac{\Omega}{4\pi}D\,dE,$$

hence $D=-(4\pi/\Omega)(\partial F/\partial E)_u$.

A uniform translation of both ions costs no energy. Because the cell is neutral, a uniform field exerts no net force on it, so the Born charges of the two ions are $Z$ and $-Z$. The relative displacement is thus the only ionic variable. Cubic symmetry forbids a force or a polarization at $u=E=0$, so there are no linear terms, and $F$ is a quadratic form with three coefficients. The coefficient of $u^2$ is $K_E/2$ by definition. Write the others as $-b\,uE-cE^2$. Then

$$D=\frac{4\pi}{\Omega}(bu+2cE).$$

The definition of $\varepsilon_\infty$ gives $8\pi c/\Omega=\varepsilon_\infty$. At fixed $E$ the changes of $D$ and $4\pi P$ are equal, so the definition of $Z$ gives $b=Z$. These values yield (4) and (5). ∎

## Lemma 2: the energy and force at fixed displacement field

**Lemma.** The internal energy per cell is

$$U(u,D)=\tfrac12K_Eu^2+\frac{\Omega}{8\pi\varepsilon_\infty}\left(D-\frac{4\pi Z}{\Omega}u\right)^2, \tag{6}$$

and the force on $u$ at fixed $D$ is $f=-K_Du+Z_DD$, with the constants of (1).

**Proof.** Undo the transformation: $U=F+\Omega ED/4\pi$. By (5),

$$\frac{\Omega}{4\pi}ED=\frac{\Omega\varepsilon_\infty}{4\pi}E^2+ZuE.$$

When this is added to (4), the terms in $uE$ cancel and the field terms combine as $-\tfrac18+\tfrac14=\tfrac18$:

$$U=\tfrac12K_Eu^2+\frac{\Omega\varepsilon_\infty}{8\pi}E^2.$$

Solving (5) for the field gives

$$E=\frac1{\varepsilon_\infty}\left(D-\frac{4\pi Z}{\Omega}u\right), \tag{7}$$

and substitution yields (6). Differentiating the square in (6) brings down a factor $2$ and the inner derivative $-4\pi Z/\Omega$, so

$$f=-\left(\frac{\partial U}{\partial u}\right)_D=-K_Eu+\frac{Z}{\varepsilon_\infty}\left(D-\frac{4\pi Z}{\Omega}u\right).$$

Collecting the terms in $u$ gives

$$f=-\left(K_E+\frac{4\pi Z^2}{\Omega\varepsilon_\infty}\right)u+\frac{Z}{\varepsilon_\infty}D. \tag{8}$$

The coefficients are $K_D$ and $Z_D$. ∎

**Remark on the two force constants.** By (7), the force before collecting terms is $-K_Eu+ZE$, which is also $-(\partial F/\partial u)_E$. In a given state the force is the same under both electrical conditions. Its rate of change with $u$ is not. At fixed $D$, a displacement $u$ changes the field by $-4\pi Zu/(\Omega\varepsilon_\infty)$. This depolarizing field acts on the charge $Z$ and pulls the ions back, which supplies the extra stiffness in $K_D$.

## Proof of the theorem

Equation (1) is part of Lemma 2. For $K_D>0$ the energy (6) has a single minimum in $u$, where (8) vanishes:

$$u=\frac{Z_D}{K_D}D. \tag{9}$$

Insert this in (7) and use $Z/\varepsilon_\infty=Z_D$:

$$E=\frac{D}{\varepsilon_\infty}-\frac{4\pi Z_D}{\Omega}\,\frac{Z_D}{K_D}D.$$

The derivative with respect to $D$ is (2).

At fixed $E$ and $K_E>0$, the minimum of (4) in $u$ lies at $u=ZE/K_E$. Equation (5) then becomes $D=[\varepsilon_\infty+4\pi Z^2/(\Omega K_E)]E$, which is (3).

To compare the two, set $s=4\pi Z^2/(\Omega\varepsilon_\infty)$, so that $K_D=K_E+s$. Since $4\pi Z_D^2/\Omega=s/\varepsilon_\infty$, (2) reads

$$\frac1{\varepsilon_\infty}\left(1-\frac{s}{K_E+s}\right)=\frac1{\varepsilon_\infty}\,\frac{K_E}{K_E+s}. \tag{10}$$

Since $4\pi Z^2/\Omega=\varepsilon_\infty s$, (3) reads

$$\varepsilon_\infty\left(1+\frac{s}{K_E}\right)=\varepsilon_\infty\frac{K_E+s}{K_E}.$$

The product of the two is one, and the second also gives $\varepsilon_0/\varepsilon_\infty=K_D/K_E$. ∎

## Remarks on energy, waves and limits

**Energy.** Expanding (6) gives

$$U=\frac{\Omega D^2}{8\pi\varepsilon_\infty}-Z_DDu+\tfrac12K_Du^2.$$

At the minimum $Z_DD=K_Du$, so relaxation lowers the energy by $K_Du^2/2=Z_D^2D^2/(2K_D)$. The remainder is

$$\frac{\Omega D^2}{8\pi}\left(\frac1{\varepsilon_\infty}-\frac{4\pi Z_D^2}{\Omega K_D}\right)=\frac{\Omega D^2}{8\pi\varepsilon_0}.$$

**Long waves.** Without free charge, $\nabla\cdot\mathbf D=0$, so a longitudinal wave has $D=0$ along its displacement. If retardation is neglected, $\nabla\times\mathbf E=0$, so a transverse wave has $E=0$ along its displacement. With reduced mass $\mu$, the squared frequencies at long wavelength are $\omega_L^2=K_D/\mu$ and $\omega_T^2=K_E/\mu$. Their ratio is $\varepsilon_0/\varepsilon_\infty$, the Lyddane–Sachs–Teller relation.

**Limits.** If $Z\to0$ or $K_E\to\infty$, the ions do not contribute and $\varepsilon_0\to\varepsilon_\infty$. If $K_E\to0^+$ with $Z\ne0$, $\varepsilon_0$ diverges, but the relaxation at fixed $D$ remains regular. Then $K_D\to s$ and (9) gives $u\to\Omega D/(4\pi Z)$. The ionic polarization satisfies $4\pi Zu/\Omega=D$, and no field is left.

**Negative values.** If $K_E<0<K_D$, (10) gives a negative inverse permittivity. The uniform displacement has a minimum at fixed $D$ but none at fixed $E$. This is not a stable crystal: a transverse displacement wave has $E=0$ and still meets the negative constant $K_E$. The value describes a one-cell calculation in which $D$ is imposed.

**Beyond second order.** Let $F(u,E)$ be smooth with $\partial^2F/\partial E^2<0$, and let $E(u,D)$ solve $\partial F/\partial E=-\Omega D/4\pi$. Then

$$\left(\frac{\partial U}{\partial u}\right)_D=\frac{\partial F}{\partial u}+\left(\frac{\partial F}{\partial E}+\frac{\Omega D}{4\pi}\right)\left(\frac{\partial E}{\partial u}\right)_D=\frac{\partial F}{\partial u},$$

because the bracket vanishes. The stationary states are the same under both conditions. Both conditions therefore give the same points in the $(D,E)$ plane. Along any smooth branch of these points, the slopes $dE/dD$ and $dD/dE$ are reciprocal wherever both are finite. Formulas (2) and (3) give the slopes at the state $u=E=0$.

## A microscopic example

Consider a rock-salt lattice of point ions with charges $\pm Q$, polarizabilities $\alpha_1$ and $\alpha_2$, and a repulsion $\phi(r)$ between nearest neighbours, which decays as $e^{-r/\rho}$. Here both sets of constants can be found separately, from the local field.

**Lemma 3.** In this lattice the field acting on an ion is $E_{\rm loc}=E+4\pi P/3$.

**Proof.** Let $\Phi$ be the periodic potential of a sublattice of unit charges with a uniform neutralizing background. Away from the charges, $\nabla^2\Phi=4\pi/\Omega$. At a site of the other sublattice, cubic symmetry makes the three second derivatives equal, each being $4\pi/(3\Omega)$. The same holds at a site of the same sublattice once the potential of the charge there is removed. A sublattice of dipoles $p$ along $z$ has the potential $-p\,\partial_z\Phi$, hence the field $p\,\partial_z^2\Phi=4\pi p/(3\Omega)$ at either site. This potential is periodic, so its mean field is zero. Summing over the sublattices gives $4\pi P/3$, to which the macroscopic field $E$ is added. ∎

Let the positive sublattice move by $u$. The undisplaced lattice exerts no Coulomb force linear in $u$, because the field gradient at a cubic site is both isotropic and traceless. With $\alpha=\alpha_1+\alpha_2$,

$$\Omega P=Qu+\alpha E_{\rm loc},\qquad f=-\kappa u+QE_{\rm loc},$$

where $\kappa$ is the spring constant of the repulsion. Define $a=4\pi\alpha/(3\Omega)$.

At fixed $E$, Lemma 3 gives $(1-a)E_{\rm loc}=E+4\pi Qu/(3\Omega)$. The force then shows

$$Z=\frac{Q}{1-a},\qquad K_E=\kappa-\frac{4\pi Q^2}{3\Omega(1-a)}. \tag{11}$$

At $u=0$, $4\pi P=3aE_{\rm loc}=3aE/(1-a)$, so $\varepsilon_\infty=(1+2a)/(1-a)$.

At fixed $D$, $E=D-4\pi P$ and the local field is $D-8\pi P/3$. Hence $(1+2a)E_{\rm loc}=D-8\pi Qu/(3\Omega)$, and

$$Z_D=\frac{Q}{1+2a},\qquad K_D=\kappa+\frac{8\pi Q^2}{3\Omega(1+2a)}. \tag{12}$$

The local field softens the lattice at fixed $E$ and stiffens it at fixed $D$. From (11) and (12), $Z_D=Z/\varepsilon_\infty$. The difference of the force constants is

$$\frac{4\pi Q^2}{3\Omega}\,\frac{2(1-a)+(1+2a)}{(1+2a)(1-a)}=\frac{4\pi Q^2}{\Omega(1+2a)(1-a)}=\frac{4\pi Z^2}{\Omega\varepsilon_\infty},$$

as (1) requires.

**Parameters.** The ion spacing is $r_0=2.1$ Å, so $\Omega=2r_0^3=18.52$ Å$^3$. The other inputs are $Q=1.2\,e$, $\alpha_1=0.10$ Å$^3$, $\alpha_2=1.65$ Å$^3$ and $\rho=0.175$ Å. With charges in units of $e$, each squared charge in the force constants carries the factor $C=14.40$ eV Å.

**Repulsive spring.** The energy per cell is $-MCQ^2/r+6\phi(r)$. An Ewald sum gives the Madelung constant $M=1.7476$. Equilibrium at $r_0$ requires $\phi'=-MCQ^2/(6r_0^2)$, and exponential decay gives $\phi''=-\phi'/\rho$. Two bonds lie along $u$ and contribute $\phi''$ each; four lie across it and contribute $\phi'/r_0$ each. Thus

$$\kappa=2\phi''+\frac{4\phi'}{r_0}=\frac{MCQ^2}{3r_0^3}\left(\frac{r_0}{\rho}-2\right)=13.04\ \text{eV/Å}^2.$$

**Constants.** Here $a=4\pi(1.75)/(3\times18.52)=0.396$, which gives $\varepsilon_\infty=2.965$, $Z=1.986\,e$ and $Z_D=0.670\,e$. Equations (11) and (12) give $K_E=5.28$ and $K_D=18.28$ eV/Å$^2$, a ratio of 3.46.

**Permittivity.** The two routes give

$$\frac1{\varepsilon_0}=0.3373-\frac{4\pi(14.40)(0.6698)^2}{18.52\times18.28}=0.3373-0.2398=0.0975,$$

$$\varepsilon_0=2.965+\frac{4\pi(14.40)(1.986)^2}{18.52\times5.28}=10.26,$$

and $1/10.26=0.0975$. Combining $Z_D$ with $K_E$ would give $-0.493$, a negative value for a crystal that is stable against this displacement.

**Relaxation at a given $D$.** Take $D=0.100$ V/Å, which is a free charge of 0.885 µC/cm$^2$ on the plates. With clamped ions the field is $0.100/2.965=0.0337$ V/Å. The ions then move by $u=0.670\times0.100/18.28=0.00367$ Å, and the field falls to 0.00975 V/Å, or 0.975 MV/cm. At that fixed field the other route gives the same displacement, $1.986\times0.00975/5.28=0.00367$ Å.

The energy falls from $1.73\times10^{-4}$ to $0.50\times10^{-4}$ eV per cell. The difference, $1.23\times10^{-4}$ eV, is $K_Du^2/2$.

**A softer repulsion.** Change $\rho$ to 0.30 Å and keep $r_0$, $Q$ and the polarizabilities. The spring is weaker, while the local-field terms in (11) and (12) are unchanged. Now $K_E=-1.24$ and $K_D=11.76$ eV/Å$^2$, and (2) gives $1/\varepsilon_0=-0.036$. This is the negative case described above.

## What the example leaves out

**Anharmonicity.** Add $gu^4/4$ to the energy. Displacing rigid ions along a cube axis by 0.02 and 0.04 Å and taking energy differences gives $g=82$ eV/Å$^4$. At fixed $D$ the force balance becomes $K_Du+gu^3=Z_DD$, so to leading order $u$ falls by $gu^3/K_D$. By (7), $E$ then rises by $4\pi CZ_Dgu^3/(\Omega K_D)$, which is 0.015% of $E$ here.

At $D=3.0$ V/Å, numerical minimization with the quartic term gives $u=0.105$ Å and $E=0.326$ V/Å. The ratio $E/D=0.109$ is then about 12% above its zero-field value. This field is more than six times the rough breakdown field quoted below, so the case only illustrates the algebra.

The coefficient $g$ belongs to rigid ions. If the induced dipoles also follow the nonuniform field of the displaced ions, the two changes of $E/D$ fall to about 0.009% and 7%.

**Strain.** Let the spacing relax isotropically at fixed plate charge, by minimizing the sum of the lattice and field energies. The strain is $3\times10^{-6}$ and lowers $1/\varepsilon_0$ by 0.003%. The isotropic constraint understates the effect. If the lengths along and across the field relax separately, the cell stretches by $9\times10^{-6}$ along the field, hardly changes across it, and $1/\varepsilon_0$ falls by 0.008%.

**Ionic motion.** For a reduced mass of 10 atomic mass units, $\hbar\omega_T=0.047$ eV. A single oscillator of this frequency has the variance $(\hbar\omega_T/2K_E)\coth(\hbar\omega_T/2k_BT)$ along each axis. The root-mean-square motion of this one oscillator is 0.067 Å at zero temperature and 0.079 Å at 300 K, about twenty times the displacement driven by the field. Averaging the repulsive curvature over this Gaussian motion, with the electrical terms unchanged, lowers $\varepsilon_0$ from 10.3 to 9.3 and 9.0 respectively. Thermal expansion is omitted. In this model it acts the other way, since a larger spacing raises $\varepsilon_0$: an expansion of 0.3% raises it by 3%.

The single oscillator is only an estimate, and it cannot be replaced by a sum over all the harmonic modes of this model. The point-ion lattice is stable against the uniform displacement, but not against every short wave. At the wavevector $(\pi/r_0)(1,0,0)$, with displacements along the wavevector, its force-constant matrix with relaxed induced dipoles has an eigenvalue of about $-0.8$ eV/Å$^2$. Such a mode has a negative squared frequency and no harmonic variance. The model therefore illustrates the uniform response and is not a full description of a crystal's vibrations.

**Comparison with real materials.** Some rock-salt ionic oxides have, roughly, $\varepsilon_\infty$ near 3 and $\varepsilon_0$ near 10, and the parameters were chosen for that regime. The decay length of 0.175 Å is shorter than the rough 0.3 Å usual for such repulsions; with the other inputs unchanged, this point-ion model has $K_E>0$ only for $\rho$ below about 0.26 Å, and 0.175 Å brings $\varepsilon_0$ near 10. Of the effects sized at $D=0.100$ V/Å, the assumption of motionless ions matters most, at about 12% of $\varepsilon_0$ at 300 K in the one-oscillator estimate, or 11% if the variance is recomputed with the stiffened force constant until the two agree. The estimate keeps only the stiffening from the averaged curvature and omits thermal expansion and the cubic coupling to other phonons. It makes $\varepsilon_0$ fall on warming, whereas the measured static permittivity of MgO rises slightly with temperature, so neither its size nor its trend with temperature should be carried over to a real crystal.

Against a rough breakdown field of 0.05 V/Å, the relaxed field stands at 0.19 and the clamped-ion field at 0.67. The second ratio leaves little margin if $D$ is applied faster than the ions can follow. Interband tunnelling through a triangular barrier has the exponent $4\sqrt{2m^*}E_g^{3/2}/(3\hbar eE)$. For a rough gap $E_g=7$ eV and a rough mass $m^*=0.4$ electron masses, it is about 240 even at the clamped-ion field, so this tunnelling is negligible. Leakage through defects is not sized. It would drain the plate charge, so $D$ would no longer be fixed.
